# A failing check and its repair

Subject: Energy-normalized Dirac spherical waves and the expansion of polarized plane waves.

```python
"""Free Dirac spherical waves and the expansion of a polarized plane wave.

Hartree atomic units, H = c alpha.p + beta c^2, E includes the rest energy.
Result under test:
  psi = (g chi_kappa,mu ; i f chi_-kappa,mu), normalized to delta(E-E'),
  g = sqrt(p|E+c^2|/(pi c^2)) j_l(pr),
  f = sgn(kappa) sgn(E) sqrt(p|E-c^2|/(pi c^2)) j_lbar(pr),
  u exp(ip.r) = sum a psi for E > c^2 and u^dagger u = 1,
  a = (2 pi)^(3/2) c/sqrt(E p) i^l chi^dagger_kappa,mu(p/|p|) xi.
chi: spin-angle function; xi: rest-frame spinor; p: momentum;
l and lbar: orbital numbers belonging to kappa and -kappa.
"""
import math
import numpy as np
from scipy.constants import fine_structure
from scipy.special import lpmv, spherical_jn, spherical_yn

c = 1.0 / fine_structure
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
zero2 = np.zeros((2, 2))
alpha = np.array([np.block([[zero2, s], [s, zero2]]) for s in sigma])
spin4 = np.array([np.block([[s, zero2], [zero2, s]]) for s in sigma])
beta = np.diag([1.0, 1.0, -1.0, -1.0])


def orbital(kappa):
    return kappa if kappa > 0 else -kappa - 1


def mu_values(kappa):
    return np.arange(-abs(kappa) + 0.5, abs(kappa), 1.0)


def momentum(energy):
    return np.sqrt(energy**2 - c**4) / c


def harmonic(l, m, n):
    phi = np.arctan2(n[1], n[0])
    if abs(m) > l:
        return 0j * phi
    k = abs(m)
    norm = math.sqrt((2*l + 1) / (4*math.pi)
                     * math.factorial(l-k) / math.factorial(l+k))
    value = norm * lpmv(k, l, n[2]) * np.exp(1j*k*phi)
    return (-1)**k * np.conj(value) if m < 0 else value


def spin_angle(kappa, mu, n):
    l = orbital(kappa)
    plus = math.sqrt((l + mu + 0.5) / (2*l + 1)) if l + mu + 0.5 > 0 else 0.0
    minus = math.sqrt((l - mu + 0.5) / (2*l + 1)) if l - mu + 0.5 > 0 else 0.0
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return np.array([up * harmonic(l, round(mu - 0.5), n),
                     down * harmonic(l, round(mu + 0.5), n)])


def radial(kappa, energy, r, bessel=spherical_jn):
    p = momentum(energy)
    g = np.sqrt(p*np.abs(energy + c**2)/(np.pi*c**2)) \
        * bessel(orbital(kappa), p*r)
    f = np.sign(kappa)*np.sign(energy) \
        * np.sqrt(p*np.abs(energy - c**2)/(np.pi*c**2)) \
        * bessel(orbital(-kappa), p*r)
    return g, f


def spherical_wave(energy, kappa, mu, x):
    r = np.linalg.norm(x)
    g, f = radial(kappa, energy, r)
    return np.concatenate([g*spin_angle(kappa, mu, x/r),
                           1j*f*spin_angle(-kappa, mu, x/r)])


def gradient(function, x, h=2e-5):
    parts = []
    for e in np.eye(3):
        parts.append((8*(function(x+h*e) - function(x-h*e))
                      - function(x+2*h*e) + function(x-2*h*e)) / (12*h))
    return np.array(parts)


def plane_spinor(energy, direction, xi):
    """Project (xi,0) on the positive-energy space and normalize."""
    h = c*momentum(energy)*np.einsum('i,ijk->jk', direction, alpha) \
        + c**2*beta
    u = (h + energy*np.eye(4)) @ np.concatenate([xi, [0, 0]])
    return u / np.linalg.norm(u), h


def coefficient(energy, kappa, mu, direction, xi):
    scale = (2*np.pi)**1.5 * c / np.sqrt(energy*momentum(energy))
    return scale * 1j**orbital(kappa) \
        * np.vdot(spin_angle(kappa, mu, direction), xi)


def partial_sum(energy, direction, xi, x, kmax):
    total = np.zeros(4, dtype=complex)
    for k in range(1, kmax + 1):
        for kappa in (-k, k):
            for mu in mu_values(kappa):
                total += coefficient(energy, kappa, mu, direction, xi) \
                    * spherical_wave(energy, kappa, mu, x)
    return total


T = 5000.0
E = c**2 + T
p = momentum(E)
x_test = np.array([0.023, -0.017, 0.035])
n_test = x_test / np.linalg.norm(x_test)

# Spin-angle identities and the Dirac equation in Cartesian coordinates.
for kappa in (-4, -2, -1, 1, 2, 3):
    for mu in mu_values(kappa):
        chi = spin_angle(kappa, mu, n_test)
        sigma_n = np.einsum('i,ijk->jk', n_test, sigma)
        assert np.allclose(sigma_n @ chi, -spin_angle(-kappa, mu, n_test),
                           atol=1e-12)
        grad = gradient(
            lambda x: spin_angle(kappa, mu, x/np.linalg.norm(x)), x_test)
        ang_mom = -1j*np.cross(x_test, grad.T).T
        assert np.allclose(np.einsum('ijk,ik->j', sigma, ang_mom),
                           -(kappa + 1)*chi, atol=1e-8)
        for energy in (E, -E):
            psi = spherical_wave(energy, kappa, mu, x_test)
            grad = gradient(
                lambda x: spherical_wave(energy, kappa, mu, x), x_test)
            h_psi = -1j*c*np.einsum('ijk,ik->j', alpha, grad) \
                + c**2*(beta @ psi)
            assert np.linalg.norm(h_psi - energy*psi) \
                < 1e-8*E*np.linalg.norm(psi)

# Delta normalization, tested with overlaps of smooth energy packets.
T_grid = np.linspace(100.0, 10700.0, 801)
r_grid = np.linspace(0.0, 1.6, 641)
dT, dr = T_grid[1] - T_grid[0], r_grid[1] - r_grid[0]


def weight(centre):
    return np.exp(-(T_grid - centre)**2 / (2*600.0**2))


def packet(kappa, sign, centre):
    g, f = radial(kappa, sign*(c**2 + T_grid)[:, None], r_grid[None, :])
    return weight(centre) @ g * dT, weight(centre) @ f * dT


def overlap(a, b):
    return np.sum(r_grid**2 * (a[0]*b[0] + a[1]*b[1])) * dr


expected_overlap = np.sum(weight(5000.0)*weight(5600.0))*dT
worst_packet = 0.0
for kappa in (-3, -1, 1, 2):
    positive = packet(kappa, 1, 5000.0)
    negative = packet(kappa, -1, 5000.0)
    for sign, first in ((1, positive), (-1, negative)):
        value = overlap(first, packet(kappa, sign, 5600.0))
        error = abs(value/expected_overlap - 1)
        worst_packet = max(worst_packet, error)
        assert error < 1e-8
    assert abs(overlap(positive, packet(kappa, -1, 5600.0))) \
        < 1e-8*expected_overlap

# The irregular solution has a nonintegrable radial density at the origin.
for kappa in (-1, 1):
    densities = []
    for r in (1e-6, 1e-7):
        g, f = radial(kappa, E, r, spherical_yn)
        densities.append(r**2*(g**2 + f**2))
    assert abs(densities[1]/densities[0] - 100) < 1e-3

# Plane spinor, its mean spin and its velocity.
n_p = np.array([0.48, -0.60, 0.64])
n_p /= np.linalg.norm(n_p)
xi_test = np.array([0.8, 0.36 + 0.48j])
xi_test /= np.linalg.norm(xi_test)
u_test, h_test = plane_spinor(E, n_p, xi_test)
assert np.allclose(h_test @ u_test, E*u_test, atol=1e-8)
sigma_p = np.einsum('i,ijk->jk', n_p, sigma)
closed_u = np.sqrt((E+c**2)/(2*E)) * np.concatenate(
    [xi_test, c*p/(E+c**2)*(sigma_p @ xi_test)])
assert np.allclose(u_test, closed_u, atol=1e-12)
rest_spin = np.array([np.vdot(xi_test, s @ xi_test).real for s in sigma])
mean_spin = np.array([np.vdot(u_test, s @ u_test).real for s in spin4])
parallel = np.dot(rest_spin, n_p)*n_p
assert np.allclose(mean_spin, parallel + c**2/E*(rest_spin-parallel),
                   atol=1e-12)
velocity = c*np.array([np.vdot(u_test, a @ u_test).real for a in alpha])
assert np.allclose(velocity, c**2*p/E*n_p, atol=1e-9)

# Angular quadrature: orthonormality and projection of the plane wave.
nodes, node_weights = np.polynomial.legendre.leggauss(40)
angles = 2*np.pi*np.arange(80)/80
cos_t, phi = np.meshgrid(nodes, angles, indexing='ij')
sin_t = np.sqrt(1-cos_t**2)
sphere = np.array([sin_t*np.cos(phi), sin_t*np.sin(phi), cos_t])
area_weights = node_weights[:, None]*2*np.pi/80*np.ones_like(phi)
labels = [(k, mu) for k in (-3, -2, -1, 1, 2, 3) for mu in mu_values(k)]
basis = np.array([spin_angle(k, mu, sphere) for k, mu in labels])
gram = np.einsum('asij,bsij,ij->ab', basis.conj(), basis, area_weights)
assert np.allclose(gram, np.eye(len(labels)), atol=1e-11)
radius = 0.05
phase = np.exp(1j*p*radius*np.einsum('i,ijk->jk', n_p, sphere))
for kappa, mu in labels:
    g, f = radial(kappa, E, radius)
    a = coefficient(E, kappa, mu, n_p, xi_test)
    for k, spinor, amplitude in ((kappa, u_test[:2], g),
                                 (-kappa, u_test[2:], 1j*f)):
        chi = spin_angle(k, mu, sphere)
        projection = np.sum(area_weights*phase
                            * np.einsum('sij,s->ij', chi.conj(), spinor))
        assert abs(projection - a*amplitude) < 1e-10

# Direct sum for a general direction, polarization and position.
direct = u_test*np.exp(1j*p*np.dot(n_p, x_test))
assert np.linalg.norm(
    partial_sum(E, n_p, xi_test, x_test, 20) - direct) < 1e-9


def incoming(l, z):
    return (spherical_jn(l, z) - 1j*spherical_yn(l, z))/2


def incoming_flux(kappa, r):
    g, f = radial(kappa, E, r, incoming)
    return -2*c*r**2*np.imag(np.conj(g)*f)


def channel_area(kappa):
    strength = sum(abs(coefficient(E, kappa, mu, n_p, xi_test))**2
                   for mu in mu_values(kappa))
    return strength*incoming_flux(kappa, 0.07)/np.linalg.norm(velocity)


for kappa in (-4, -3, -2, -1, 1, 2, 3):
    for r in (0.03, 0.2):
        assert abs(incoming_flux(kappa, r) - 1/(2*np.pi)) < 1e-10
    strength = sum(abs(np.vdot(spin_angle(kappa, mu, n_p), xi_test))**2
                   for mu in mu_values(kappa))
    assert abs(strength - abs(kappa)/(4*np.pi)) < 1e-12
    assert abs(channel_area(kappa)*p**2/(np.pi*abs(kappa)) - 1) < 1e-9
for l in (1, 2, 3):
    total_area = channel_area(l) + channel_area(-l-1)
    assert abs(total_area*p**2/(np.pi*(2*l+1)) - 1) < 1e-9

# Momentum along z: selection rule and signs.
z_axis = np.array([0.0, 0.0, 1.0])
for s, xi in ((0.5, np.array([1, 0])), (-0.5, np.array([0, 1]))):
    for kappa in (-4, -2, -1, 1, 2, 3):
        for mu in mu_values(kappa):
            value = np.vdot(spin_angle(kappa, mu, z_axis), xi)
            sign = 1 if kappa < 0 else -2*s
            target = sign*np.sqrt(abs(kappa)/(4*np.pi)) if mu == s else 0
            assert abs(value - target) < 1e-12

# Worked example: momentum along z, rest-frame spin along x.
xi_x = np.array([1.0, 1.0])/np.sqrt(2)
u_x, _ = plane_spinor(E, z_axis, xi_x)
position = np.array([0.02, 0.01, 0.03])
distance = np.linalg.norm(position)
wave = u_x*np.exp(1j*p*position[2])
print(f"speed of light c = {c:.6f} a.u.")
print(f"kinetic energy T = {T:.1f} hartree")
print(f"rest energy c^2 = {c**2:.4f} hartree")
print(f"total energy E = {E:.4f} hartree")
print(f"momentum p = {p:.6f} a.u.")
print(f"speed / c = {np.linalg.norm(velocity)/c:.6f} (no unit)")
print(f"lower/upper factor cp/(E+c^2) = {c*p/(E+c**2):.6f} (no unit)")
print("radial prefactors in bohr^-3/2 hartree^-1/2:")
print(f"  upper = {np.sqrt(p*(E+c**2)/(np.pi*c**2)):.6f}")
print(f"  lower = {np.sqrt(p*(E-c**2)/(np.pi*c**2)):.6f}")
print(f"incoming flux, kappa=-1 = {incoming_flux(-1, .07):.8f} a.u.")
print(f"packet overlap: largest relative error = {worst_packet:.1e}")
mean_x = np.vdot(u_x, spin4[0] @ u_x).real
print(f"mean Sigma_x of moving electron = {mean_x:.6f} (no unit)")
scale = (2*np.pi)**1.5*c/np.sqrt(E*p)
print(f"coefficient scale = {scale:.6f} hartree^1/2")
print("plane-wave coefficients a in hartree^1/2:")
for kappa in (-1, 1, -2, 2):
    for mu in (0.5, -0.5):
        a = coefficient(E, kappa, mu, z_axis, xi_x)
        print(f"  kappa={kappa:+d} mu={mu:+.1f}: "
              f"{a.real:+.6f} {a.imag:+.6f} i")
print("channel areas in bohr^2:")
for kappa in (-1, 1, -2):
    print(f"  kappa={kappa:+d}: {channel_area(kappa):.6e}")
print(f"l=1 total area = {channel_area(1)+channel_area(-2):.6e} bohr^2")
print("position x, y, z in bohr: "
      + ", ".join(f"{v:.2f}" for v in position))
print(f"distance r = {distance:.6f} bohr")
print(f"p r = {p*distance:.6f} (no unit)")
print("plane-wave components in bohr^-3/2:")
for i, value in enumerate(wave, 1):
    print(f"  component {i}: {value.real:+.8f} {value.imag:+.8f} i")
print("norm of partial-sum error in bohr^-3/2:")
errors = []
for kmax in (1, 2, 4, 6, 8, 12, 16):
    error = np.linalg.norm(
        partial_sum(E, z_axis, xi_x, position, kmax) - wave)
    errors.append(error)
    print(f"  K={kmax:2d}: {error:.3e}")
assert errors[-1] < 1e-9
assert errors[4] < 0.05*errors[2]
print("every check passed")
```

The run ends like this:

```
speed of light c = 137.035999 a.u.
kinetic energy T = 5000.0 hartree
rest energy c^2 = 18778.8651 hartree
total energy E = 23778.8651 hartree
momentum p = 106.448503 a.u.
speed / c = 0.613456 (no unit)
lower/upper factor cp/(E+c^2) = 0.342764 (no unit)
radial prefactors in bohr^-3/2 hartree^-1/2:
  upper = 8.762931
  lower = 3.003621
incoming flux, kappa=-1 = 0.15915494 a.u.
packet overlap: largest relative error = 2.2e-16
mean Sigma_x of moving electron = 0.789729 (no unit)
coefficient scale = 1.356560 hartree^1/2
plane-wave coefficients a in hartree^1/2:
  kappa=-1 mu=+0.5: +0.270595 +0.000000 i
  kappa=-1 mu=-0.5: +0.270595 +0.000000 i
  kappa=+1 mu=+0.5: -0.000000 -0.270595 i
  kappa=+1 mu=-0.5: +0.000000 +0.270595 i
  kappa=-2 mu=+0.5: +0.000000 +0.382679 i
  kappa=-2 mu=-0.5: +0.000000 +0.382679 i
  kappa=+2 mu=+0.5: +0.382679 -0.000000 i
  kappa=+2 mu=-0.5: -0.382679 +0.000000 i
channel areas in bohr^2:
  kappa=-1: 2.772495e-04
  kappa=+1: 2.772495e-04
  kappa=-2: 5.544990e-04
l=1 total area = 8.317485e-04 bohr^2
position x, y, z in bohr: 0.02, 0.01, 0.03
distance r = 0.037417 bohr
p r = 3.982938 (no unit)
plane-wave components in bohr^-3/2:
  component 1: -0.66800443 -0.03467544 i
  component 2: -0.66800443 -0.03467544 i
  component 3: -0.22896817 -0.01188551 i
  component 4: +0.22896817 +0.01188551 i
norm of partial-sum error in bohr^-3/2:
  K= 1: 8.028e-01
  K= 2: 6.972e-01
  K= 4: 3.548e-01
  K= 6: 5.013e-02
  K= 8: 4.047e-03
  K=12: 5.765e-06
  K=16: 2.182e-09
Traceback (most recent call last):
  File "check.py", line 305, in <module>
    assert errors[-1] < 1e-9
           ^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The expansion is correct, but the worked example stopped its sum too early: at pr ≈ 3.98 the waves omitted beyond |κ| = 16 still contribute about 2e-9, above the demanded 1e-9. The table now has a further row at K = 20, and the final-error test applies to that row with its tolerance of 1e-9 unchanged. The K = 16 row stays in the table, and no formula or other test is altered.

The change:

```diff
@@ -298,5 +298,5 @@
 print("norm of partial-sum error in bohr^-3/2:")
 errors = []
-for kmax in (1, 2, 4, 6, 8, 12, 16):
+for kmax in (1, 2, 4, 6, 8, 12, 16, 20):
     error = np.linalg.norm(
         partial_sum(E, z_axis, xi_x, position, kmax) - wave)
```

After the repair:

```
speed of light c = 137.035999 a.u.
kinetic energy T = 5000.0 hartree
rest energy c^2 = 18778.8651 hartree
total energy E = 23778.8651 hartree
momentum p = 106.448503 a.u.
speed / c = 0.613456 (no unit)
lower/upper factor cp/(E+c^2) = 0.342764 (no unit)
radial prefactors in bohr^-3/2 hartree^-1/2:
  upper = 8.762931
  lower = 3.003621
incoming flux, kappa=-1 = 0.15915494 a.u.
packet overlap: largest relative error = 2.2e-16
mean Sigma_x of moving electron = 0.789729 (no unit)
coefficient scale = 1.356560 hartree^1/2
plane-wave coefficients a in hartree^1/2:
  kappa=-1 mu=+0.5: +0.270595 +0.000000 i
  kappa=-1 mu=-0.5: +0.270595 +0.000000 i
  kappa=+1 mu=+0.5: -0.000000 -0.270595 i
  kappa=+1 mu=-0.5: +0.000000 +0.270595 i
  kappa=-2 mu=+0.5: +0.000000 +0.382679 i
  kappa=-2 mu=-0.5: +0.000000 +0.382679 i
  kappa=+2 mu=+0.5: +0.382679 -0.000000 i
  kappa=+2 mu=-0.5: -0.382679 +0.000000 i
channel areas in bohr^2:
  kappa=-1: 2.772495e-04
  kappa=+1: 2.772495e-04
  kappa=-2: 5.544990e-04
l=1 total area = 8.317485e-04 bohr^2
position x, y, z in bohr: 0.02, 0.01, 0.03
distance r = 0.037417 bohr
p r = 3.982938 (no unit)
plane-wave components in bohr^-3/2:
  component 1: -0.66800443 -0.03467544 i
  component 2: -0.66800443 -0.03467544 i
  component 3: -0.22896817 -0.01188551 i
  component 4: +0.22896817 +0.01188551 i
norm of partial-sum error in bohr^-3/2:
  K= 1: 8.028e-01
  K= 2: 6.972e-01
  K= 4: 3.548e-01
  K= 6: 5.013e-02
  K= 8: 4.047e-03
  K=12: 5.765e-06
  K=16: 2.182e-09
  K=20: 3.105e-13
every check passed
```
